# Free-Energy Barrier for Phase Slips in a Narrow Superconducting Wire

A superconducting interconnect carries current without voltage as long as the phase difference along it stays fixed. A thermal fluctuation can change that difference by $2\pi$, and such a phase slip produces a voltage pulse. The parts below find the free energy needed for a slip when no current flows, then size it for a nanowire.

The wire has uniform cross-section $A$ and lies along $x$. It is long, and until part (d) its order parameter $\psi$ depends on $x$ only. The description is mean-field Ginzburg-Landau (GL) theory, valid near the critical temperature $T_c$ as long as thermal fluctuations of $\psi$ remain small, with free energy

$$F=A\int\left[\alpha|\psi|^2+\frac{\beta}{2}|\psi|^4+\frac{\hbar^2}{2m^*}|\psi'|^2\right]dx,\qquad \alpha<0,\ \beta>0 .$$

SI units are used. The pair charge is $e^*=2e$, the pair mass is $m^*$, and $\Phi_0=h/2e$ is the flux quantum. No magnetic field is applied.

## (a) Scaling

**Write the free energy above that of the uniform state in terms of one energy scale and a dimensionless functional, and find its stationarity condition.**

For uniform $\psi$, setting the derivative with respect to $|\psi|^2$ to zero gives $\alpha+\beta|\psi|^2=0$, so $\psi_\infty^2=|\alpha|/\beta$. The energy density there is $-\alpha^2/\beta+\alpha^2/2\beta=-u$, where

$$u=\frac{\alpha^2}{2\beta}$$

is the condensation energy density. Set $\psi=\psi_\infty f$ and $x=\xi s$, with $\xi^2=\hbar^2/(2m^*|\alpha|)$. The first two terms become

$$\frac{\alpha^2}{\beta}\left(-|f|^2+\tfrac12|f|^4\right)=u\left(-2|f|^2+|f|^4\right).$$

Adding $u$, to measure from the uniform state, gives $u(1-|f|^2)^2$. The gradient term is

$$\frac{\hbar^2}{2m^*\xi^2}\psi_\infty^2|f'|^2=|\alpha|\frac{|\alpha|}{\beta}|f'|^2=2u|f'|^2 ,$$

where the prime on $f$ means $d/ds$. With $dx=\xi\,ds$,

$$F-F_{\rm uniform}=Au\xi\,E[f],\qquad E=\int\left[(1-|f|^2)^2+2|f'|^2\right]ds .$$

Now vary $f\to f+\eta$ with $\eta$ zero at the ends. To first order, after integrating the gradient term by parts,

$$\delta E=-2\int\left\{\eta^*\left[(1-|f|^2)f+f''\right]+\text{c.c.}\right\}ds .$$

This vanishes for every $\eta$ if

$$f''=-f+|f|^2f .$$

## (b) The stationary state without current

**Find the non-uniform stationary state that carries no current and has $|f|\to1$ far away. What is its energy?**

The scaled current is $J=\mathrm{Im}(f^*f')$. Its derivative is $\mathrm{Im}(f^*f'')=0$ by the stationarity equation, so $J$ is the same everywhere. With $f=re^{i\varphi}$ it reads $J=r^2\varphi'$. If $J=0$, the phase is constant wherever $r\neq0$, and a constant rotation makes $f$ real there. If $f$ has a node, rotate so that $f'$ is real at the node. The initial data are then real and the equation has real coefficients, so $f$ is real everywhere.

Multiply $f''=-f+f^3$ by $2f'$ and integrate:

$$f'^2=-f^2+\tfrac12f^4+C .$$

Far away $f^2=1$ and $f'=0$, so $C=\tfrac12$ and

$$2f'^2=(1-f^2)^2 .$$

For $|f|<1$ the rising root is $f'=(1-f^2)/\sqrt2$. Separation gives $\operatorname{artanh}f=s/\sqrt2$ with the node placed at $s=0$:

$$f_0(s)=\tanh\frac{s}{\sqrt2}.$$

The falling root gives $-f_0$, which is the same state after a rotation by $\pi$. Starting from $|f|>1$, the equation gives a hyperbolic cotangent, which diverges and is discarded.

The two terms of $E$ are equal by the first integral. With $ds=\sqrt2\,df/(1-f^2)$,

$$E_0=2\int(1-f_0^2)^2ds=2\sqrt2\int_{-1}^{1}(1-f^2)\,df=\frac{8\sqrt2}{3}\approx3.7712 .$$

Superconductivity is thus suppressed over a few $\xi$, and the phase jumps by $\pi$ across the node, halfway through a slip of $2\pi$. Gradient flow restricted to real $f$, started from a sine on a loop of length $30\xi$ with $f(s+30)=-f(s)$, gave the energy 3.771236, equal to $E_0$ to the digits shown.

## (c) Is this energy the barrier?

**A stationary point need not be the lowest pass. Show that no slip can cost less than $E_0$, and that one can cost as little as $E_0$ in a long wire.**

*No less.* Hold both ends at $|f|=1$ with fixed phases. While $|f|>0$ everywhere, the phase accumulated along the wire is well defined and changes continuously in time. It can only equal the fixed end difference plus $2\pi n$, so the integer $n$ cannot change. Every slip must therefore pass through a profile with a node.

Let $r=|f|$. Since $|f'|^2=r'^2+r^2\varphi'^2\ge r'^2$, and $a^2+b^2\ge2|ab|$,

$$E\ge\int\left[(1-r^2)^2+2r'^2\right]ds\ge2\sqrt2\int|1-r^2|\,|r'|\,ds .$$

On each side of the node $r$ must cover the range from 0 to 1, so each side contributes at least $2\sqrt2\int_0^1(1-r^2)dr=4\sqrt2/3$. Together they give $E\ge8\sqrt2/3$. Among 300 trial kinks with varied widths and random local distortions of modulus and phase, the lowest energy was 3.7767, above the bound as required.

*No more.* Take the family

$$f_\theta(s)=c\,\tanh\frac{cs}{\sqrt2}+i\sin\theta,\qquad c=\cos\theta,$$

with $\theta$ running from $\pi/2$ to $-\pi/2$. Then $1-|f_\theta|^2=c^2\operatorname{sech}^2(cs/\sqrt2)$ and $2|f_\theta'|^2=c^4\operatorname{sech}^4(cs/\sqrt2)$. Since $\int\operatorname{sech}^4z\,dz=4/3$,

$$E(\theta)=2c^4\cdot\frac{\sqrt2}{c}\cdot\frac43=\frac{8\sqrt2}{3}\cos^3\theta .$$

The path begins and ends in uniform states and peaks at $\theta=0$, which is $f_0$. Far to the right the phase is $\theta$, and far to the left it is $\pi-\theta$. The difference $2\theta-\pi$ runs from 0 to $-2\pi$.

To keep the wire ends fixed, multiply by $-i$, so that both phases start at zero, and let the phase return linearly to zero in an outer section of length $\ell'$ (in units of $\xi$) on each side. Each section turns by at most $\pi$ and costs at most $2(\pi/\ell')^2\ell'=2\pi^2/\ell'$. If the central part is cut at $s=\pm M$, its values there miss their limits by at most $2c\,e^{-\sqrt2cM}\le\sqrt2/(\mathrm{e}M)$, where $\mathrm{e}=2.718\ldots$. Bridging this over a unit length costs an energy of order $1/M^2$. All these costs vanish for a long wire, as does the energy $2\varphi^2/\ell$ of an initial state with a fixed phase difference $\varphi$. The two bounds meet, and

$$\boxed{\Delta F_0=\frac{8\sqrt2}{3}\,A\,u\,\xi}$$

The scale is the condensation energy in a length $\xi$ of wire.

*A finite loop.* The approach to this limit can be followed in a loop of length $\ell\xi$ with an imposed twist of $\pi$, $f(s+\ell)=-f(s)$. Its lowest states are $f=re^{\pm iqs}$ with $q=\pi/\ell$. Minimizing $(1-r^2)^2+2q^2r^2$ gives $r^2=1-q^2$ and the energy $\ell(2q^2-q^4)$. For $\ell=30$ this is 0.65437, so the barrier is $3.77124-0.65437=3.11687$. The reduction falls as $2\pi^2/\ell$.

## (d) Unstable directions and the permitted width

**Find the directions in which the energy falls from $f_0$. How wide may the wire be before the one-dimensional saddle ceases to be the pass?**

Put $f=f_0+a+ib$ with small real $a,b$. Then

$$1-|f|^2=(1-f_0^2)-2f_0a-a^2-b^2 .$$

The second-order part of its square is $4f_0^2a^2-2(1-f_0^2)(a^2+b^2)$. With the gradient terms,

$$E-E_0=2\int\left[a\,L_a a+b\,L_b b\right]ds,$$

$$L_a=-\frac{d^2}{ds^2}+3f_0^2-1,\qquad L_b=-\frac{d^2}{ds^2}-(1-f_0^2).$$

*Imaginary changes.* Let $S=\operatorname{sech}(s/\sqrt2)$. Then $S''=\tfrac12S-S^3$ and $1-f_0^2=S^2$, so

$$L_bS=-\tfrac12S+S^3-S^3=-\tfrac12S .$$

The bounded function $f_0$ satisfies $L_bf_0=0$ and has one node. By the node-counting rule for one-dimensional operators, exactly one eigenvalue lies below zero, and it is $-\tfrac12$.

*Real changes.* Let $D=d/ds+\sqrt2f_0$. Because $\sqrt2f_0'=1-f_0^2$,

$$D^\dagger D=-\frac{d^2}{ds^2}+2f_0^2-(1-f_0^2)=L_a ,$$

so $L_a$ has no negative eigenvalue. Its zero mode $f_0'$ shifts the node along the wire. The reversed product is $DD^\dagger=-d^2/ds^2+1+f_0^2=L_b+2$. The two products share their non-zero eigenvalues, so the next one of $L_a$ is $2-\tfrac12=\tfrac32$.

The Hessian built from numerical gradients on the $30\xi$ loop had one negative eigenvalue, $-0.50000$. Descent from the saddle after a small imaginary displacement of either sign ended at total phases $-\pi$ and $+\pi$: the saddle joins states whose windings differ by $2\pi$.

*Width.* Let the wire have width $w$ in $y$, with zero normal gradient at its insulating sides. The distortion $b=S(s)\cos(\pi y/w)$ adds $(\pi\xi/w)^2$ to $-\tfrac12$. There is one unstable direction as long as

$$w<\sqrt2\,\pi\,\xi\approx4.44\,\xi .$$

In a wider strip a second direction leads downhill. A path over the saddle can then be deflected along it, and the true barrier is lower than $\Delta F_0$. This argument neglects the magnetic field of the distortion, which is reasonable for $w$ much smaller than the penetration depth. Below the limit it is a local statement: the lower bound of part (c) covers profiles depending on $x$ alone. Adding $0.05\,i\,S\cos(\pi y/w)$ to the saddle changed the energy per width by $+2.2\times10^{-4}$ at 0.97 of the limiting width and by $-2.0\times10^{-4}$ at 1.03 of it.

## (e) Measurable quantities

**Express the barrier through the penetration depth $\lambda$, and through the largest supercurrent $I_c$ of the same wire in GL theory.**

The critical field $B_c$ is defined by $u=B_c^2/2\mu_0$. The London relation for pairs of density $\psi_\infty^2$ is $\lambda^2=m^*/(\mu_0e^{*2}\psi_\infty^2)$. Multiplying the reciprocals of $\lambda^2$ and $\xi^2$, and using $|\alpha|\psi_\infty^2=\alpha^2/\beta=2u$,

$$\frac1{\lambda^2\xi^2}=\frac{2\mu_0e^{*2}|\alpha|\psi_\infty^2}{\hbar^2}=\frac{4\mu_0e^{*2}u}{\hbar^2}.$$

With $\hbar/e^*=\Phi_0/2\pi$ this gives

$$u=\frac{\Phi_0^2}{16\pi^2\mu_0\lambda^2\xi^2},\qquad \Delta F_0=\frac{\sqrt2}{6\pi^2}\,\frac{A\,\Phi_0^2}{\mu_0\lambda^2\xi}.$$

For the current, the uniform state $f=\sqrt{1-q^2}\,e^{iqs}$ has $J=q(1-q^2)$. In physical units

$$I=A\frac{e^*\hbar\psi_\infty^2}{m^*\xi}J=\frac{A\hbar}{\mu_0e^*\lambda^2\xi}J=\frac{4e^*}{\hbar}(Au\xi)J ,$$

where the last step uses $Au\xi=A\hbar^2/(4\mu_0e^{*2}\lambda^2\xi)$. The maximum lies at $1-3q^2=0$, where $J=2/(3\sqrt3)$. Hence $Au\xi=3\sqrt3\,\hbar I_c/(8e^*)$ and

$$\Delta F_0=\frac{8\sqrt2}{3}\cdot\frac{3\sqrt3}{8}\,\frac{\hbar I_c}{e^*}=\sqrt6\,\frac{\hbar I_c}{2e}.$$

Here $I_c$ is the depairing current of the uniform wire. A measured switching current may be smaller.

## (f) A small bias current

**How does a small current $I$ change the barrier?**

At fixed current the source does work. Since the voltage is $(\hbar/e^*)$ times the rate of change of the phase difference $\Delta\varphi$, the quantity to compare is $G=F-(\hbar/e^*)I\Delta\varphi$. In units of $Au\xi$, part (e) turns this into $E-4J\Delta\varphi$.

With $\varphi'=J/r^2$, the modulus obeys $r''=-r+r^3+J^2/r^3$, whose first integral is $r'^2=-r^2+\tfrac12r^4-J^2/r^2+C$. The density of $G$ is

$$(1-r^2)^2+2r'^2+\frac{2J^2}{r^2}-\frac{4J^2}{r^2}=1+2(r'^2-C)+2r'^2 .$$

Subtracting the uniform value $1-2C$ leaves $\Delta G=4\int r'^2ds$.

For the linear term, note that both states are stationary. To first order, $J$ therefore acts only through the explicit factor in $-4J\Delta\varphi$, and the slope of $\Delta G$ is $-4$ times the excess phase at the saddle. Near the former node $f\approx s/\sqrt2+i\sqrt2J$, up to a constant rotation and the sign of the phase, which gives a current of magnitude $J$ and $r^2\approx s^2/2+2J^2$. The excess phase tends to

$$\int_{-\infty}^{\infty}\frac{J\,ds}{s^2/2+2J^2}=\pi .$$

Thus $\Delta G\approx E_0-4\pi J$. Because $4J\,Au\xi=(\hbar/e^*)I$, the favoured slip has

$$\Delta F\approx\Delta F_0-\frac{\Phi_0I}{2}.$$

The reverse slip climbs to the same saddle from a state lower by $\Phi_0I$, so its barrier is $\Delta F_0+\Phi_0I/2$. At $I=0$ the two are equal, slips of both signs are equally likely, and the mean voltage is zero. At $q=0.01$ the reduction computed from $4\int r'^2ds$ was 0.9955 of the linear law.

## (g) A nanowire near its critical temperature

**Evaluate the barrier for a disordered nitride nanowire of the single-photon-detector type, and size what the model leaves out.**

The rough round inputs are $T_c=10$ K, $T=9$ K, width 15 nm, thickness 8 nm and length 2000 nm. The lengths follow the GL laws $\xi=5\ \mathrm{nm}/\sqrt{1-T/T_c}$ and $\lambda=300\ \mathrm{nm}/\sqrt{1-T/T_c}$. With $1-T/T_c=0.1$ they are 15.81 nm and 948.7 nm. Part (e) gives $u=5.977\times10^{-4}$ meV/nm³, or $B_c=15.5$ mT. For $A=120$ nm²,

$$\Delta F_0=3.7712\times120\times5.977\times10^{-4}\times15.81\ \mathrm{meV}=4.28\ \mathrm{meV},$$

equivalent to 49.6 K. Since $kT=0.776$ meV, the ratio is 5.5 and the Boltzmann factor is $4.0\times10^{-3}$. This is not a slip rate, which also needs an attempt frequency. The depairing current is 0.85 µA.

*Temperature.* Since $u\propto(1-T/T_c)^2$ and $\xi\propto(1-T/T_c)^{-1/2}$, the barrier varies as $(1-T/T_c)^{3/2}$. At 8.5 K it is 7.86 meV, or $10.7\,kT$. At 9.5 K it is 1.51 meV, or $1.85\,kT$, and the picture of rare, separate slips no longer holds. At 9 K it holds only locally. Counting each length $\xi$ as one possible site, the Boltzmann factor times the 126 sites in the wire is about 0.5, so by this rough estimate slips are rare at any one place but not in the wire as a whole. At 8.5 K the same product is about 0.003.

*Geometry and current.* The width is $0.95\,\xi$, well below the limit of part (d). A loop of this length with twist $\pi$ would have a barrier 4.1% below the long-wire value. The sign depends on the end phases: without twist the barrier out of the current-free state is about 4% above it, and the barrier out of the singly wound state is about 12% below. By the linear law, a current of 0.12 µA, 14% of the depairing current, lowers the barrier by $kT$. Without bias the saddle carries no current, so magnetic screening does not alter its energy.

*Departure from GL theory.* Weak-coupling BCS theory, taken here as an outside input, gives a condensation energy 0.944 of the GL value at 9 K. With $\xi$ unchanged, the barrier would fall by about 6%. The change in $\xi$ and in the gradient energy is not included.

*Thermal fluctuations.* Mean-field theory also ignores small fluctuations about the uniform state. With $f_0$ replaced by 1, part (d) gives a real change $a$ the energy $2Au\xi\int(a'^2+2a^2)\,ds$. Equipartition over all wave numbers $k$ then gives

$$\langle a^2\rangle=\frac{kT}{4Au\xi}\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{1}{k^2+2}=\frac{kT}{8\sqrt2\,Au\xi}=\frac{kT}{3\,\Delta F_0},$$

where $k$ in the integrand is in units of $1/\xi$. In this Gaussian approximation the modulus fluctuates by about 25% at 9 K and 18% at 8.5 K. The exact thermal statistics of the same one-dimensional functional give a spread of 0.27 about a mean $|f|$ of 0.88 at 9 K, and 0.19 about 0.95 at 8.5 K. These fluctuations are not small, so the barrier and Boltzmann factor at 9 K are rough estimates.

*Quantum slips.* A second outside input is the pair-fluctuation coefficient of a dirty superconductor near $T_c$, which for a uniform fluctuation of imaginary-time frequency $\omega$ is $\ln(T/T_c)+\psi_d(\tfrac12+\hbar|\omega|/4\pi kT)-\psi_d(\tfrac12)$. The first non-zero frequency is $\omega=2\pi kT/\hbar$. In these units the saddle's instability is $\tfrac12(1-T/T_c)=0.05$. The slowest variation in imaginary time, at the first Matsubara frequency, costs $\psi_d(1)-\psi_d(\tfrac12)=1.386$, with $\psi_d$ the digamma function. This cost far exceeds the instability, so the static, thermal saddle governs at 9 K. The estimate is rough. It ignores the effect of the gap on the dynamics, although the BCS gap at 9 K is about equal to $kT$, and it leaves out the electromagnetic coupling of the phase.

*Beside real devices.* Nitride films with $T_c$ near 10 K, coherence lengths of a few nanometres and penetration depths of a few hundred are the regime intended. The 15 nm width is far from typical: detector wires are often of order 100 nm wide. At 9 K that would be $6.3\,\xi$, beyond the limit of part (d), and $\Delta F_0$ would overestimate the barrier: at this width the two-dimensional GL state with a vortex at the centre of the strip lies about 8% below it. Such devices also usually work at a few kelvin. Extrapolated to 4.2 K, the GL formula gives 60 meV, or $165\,kT$, for the 15 nm wire. This is an indication only, because the BCS condensation energy there is 0.64 of the GL value. Real wires also break the assumption of uniform cross-section. A stretch several $\xi$ long with 20% less area has a 20% lower barrier, here 3.4 meV. The exponent drops from 5.5 to 4.4, and the Boltzmann factor triples. Slips are therefore likelier there per unit length, but they can occur anywhere along the wire. With equal prefactors, a narrow stretch of $5\,\xi$ counts as $3\times5=15\,\xi$, against about $120\,\xi$ for the rest, so it does not dominate here. A stretch of this length does so only if its barrier is lower by more than about $kT\ln(120/5)\approx3.2\,kT$. At 4.2 K the same 20% would be $33\,kT$ by the extrapolated formula, and such a stretch would then set the thermal stability of the interconnect. A constriction shorter than $\xi$ lowers the barrier by less, because the saddle extends beyond it: about 6% instead of 20% for a length $\xi/2$.

## Calculated quantities

```
SCALED PROBLEM (energy unit A*u*xi, length unit xi)
barrier number 8 sqrt(2)/3: 3.771236
saddle energy found by gradient flow: 3.771236
lowest energy of 300 trial profiles with a node: 3.7767
lowest Hessian eigenvalue: -0.50000
number of negative eigenvalues: 1
second eigenvalue, real changes: 1.50000
test loop length: 30 xi
phase after the two descents: -1.0000 pi, 1.0000 pi
energy of the two minima: 0.65437, 0.65437
barrier in this loop: 3.11687
largest width for a single unstable mode: 4.4429 xi
strip energy change, width 0.97 of limit: 2.24e-04
strip energy change, width 1.03 of limit: -2.01e-04
current tilt, computed over linear law (q xi = 0.01): 0.9955
EXAMPLE INPUTS (rough values)
Tc = 10.0 K, T = 9.0 K
width = 15 nm, thickness = 8 nm, length = 2000 nm
amplitudes: xi(0) = 5 nm, lambda(0) = 300 nm
EXAMPLE RESULTS
cross-section: 120 nm2
xi(T): 15.81 nm
lambda(T): 948.7 nm
condensation energy density: 5.977e-04 meV/nm3
thermodynamic critical field: 15.51 mT
barrier: 4.277 meV = 49.63 K
direct integral in SI, converted: 4.277 meV
thermal energy kT: 0.7756 meV
barrier / kT: 5.515
Boltzmann factor: 4.027e-03
depairing current: 0.850 uA
at 9.5 K: barrier 1.512 meV, barrier/kT 1.85
at 8.5 K: barrier 7.857 meV, barrier/kT 10.73
NEGLECTED EFFECTS
width / xi(T): 0.949
length / xi(T): 126.5
barrier reduction in a loop of this length, twist pi: 4.14 %
current that lowers the barrier by kT (linear law): 0.120 uA
that current / depairing current: 0.141
BCS over GL condensation energy at 9.0 K: 0.944
first Matsubara mode cost: 1.3863
saddle instability on the same scale: 0.0500
GL extrapolated to 4.2 K: barrier 59.7 meV, barrier/kT 165
width / xi at 4.2 K (extrapolated): 2.28
BCS over GL condensation energy at 4.2 K: 0.637
```
